# Velocity Swaps in Nonequilibrium Molecular Dynamics: Conservation and Heat Flux: verification in Python

```python
"""
Velocity swaps between a cold and a hot slab (Muller-Plathe method).

Result under test: exchanging the velocities of two equal-mass atoms conserves
total momentum and energy and moves q = m (v_c^2 - v_h^2)/2 into the hot slab.
For a region R holding the hot slab but not the cold one,
    sum(q) = outflow(lower plane) + outflow(upper plane) + change of E_R,
so the mean heat flux on each side tends to J = sum(q) / (2 A t).

Symbols: c = fastest atom of the cold slab, h = slowest atom of the hot slab,
A = cross-section, t = time, E_R = energy of R with pair energies shared equally.
Reduced units: interaction range = atomic mass = initial k_B T = 1.
The outflow is measured from pair forces and atoms crossing the two planes,
without using the swap energies.
"""
import numpy as np
from scipy.spatial import cKDTree

rng = np.random.default_rng(12)

# ---------- unequal masses: plain exchange against a virtual collision ----------
m_c, m_h = 1.0, 3.0
v_c = np.array([2.0, -1.0, 0.5])
v_h = np.array([0.3, 0.2, -0.4])


def pair_momentum(a, b):
    return m_c * a + m_h * b


def pair_energy(a, b):
    return 0.5 * m_c * a @ a + 0.5 * m_h * b @ b


plain_dp = pair_momentum(v_h, v_c) - pair_momentum(v_c, v_h)
plain_dk = pair_energy(v_h, v_c) - pair_energy(v_c, v_h)
assert np.allclose(plain_dp, (m_c - m_h) * (v_h - v_c))
assert np.isclose(plain_dk, 0.5 * (m_c - m_h) * (v_h @ v_h - v_c @ v_c))
v_cm = pair_momentum(v_c, v_h) / (m_c + m_h)
new_c, new_h = 2 * v_cm - v_c, 2 * v_cm - v_h
coll_dp = pair_momentum(new_c, new_h) - pair_momentum(v_c, v_h)
coll_dk = pair_energy(new_c, new_h) - pair_energy(v_c, v_h)
coll_q = 0.5 * m_h * (new_h @ new_h - v_h @ v_h)
reduced_mass = m_c * m_h / (m_c + m_h)
assert np.allclose(coll_dp, 0, atol=1e-12) and abs(coll_dk) < 1e-12
assert np.isclose(coll_q, 2 * reduced_mass * v_cm @ (v_c - v_h))

# ---------- model fluid ----------
box = np.array([4.0, 4.0, 16.0])
area = box[0] * box[1]
strength, skin, dt = 50.0, 0.4, 0.005
n_slab, cold_slab, hot_slab = 16, 0, 8
plane_low, plane_up, hot_centre = 4.5, 12.5, 8.5
swap_every, n_thermal, n_runin, n_run, n_block = 40, 1500, 3000, 24000, 10
block_len = n_run // n_block

grid = np.meshgrid(np.arange(5), np.arange(5), np.arange(16), indexing="ij")
x = np.array([g.ravel() for g in grid], dtype=float)
x = (x + 0.5) * (box / np.array([5, 5, 16]))[:, None]
n_atom = x.shape[1]
x += 0.02 * rng.standard_normal(x.shape)
v = rng.standard_normal(x.shape)
v -= v.mean(axis=1, keepdims=True)
v *= np.sqrt(3 * n_atom / (v**2).sum())


def neighbour_list(x):
    wrapped = np.mod(x, box[:, None])
    wrapped = np.where(wrapped >= box[:, None], 0.0, wrapped)
    tree = cKDTree(wrapped.T, boxsize=box)
    pairs = tree.query_pairs(1.0 + skin, output_type="ndarray")
    return pairs[:, 0].copy(), pairs[:, 1].copy()


def interactions(x, near):
    """Forces, shared potential energy per atom, and list of acting pairs."""
    i, j = near
    d = x[:, i] - x[:, j]
    d -= box[:, None] * np.rint(d / box[:, None])
    r2 = d[0]**2 + d[1]**2 + d[2]**2
    act = np.flatnonzero(r2 < 1.0)
    i, j, d, u = i[act], j[act], d[:, act], 1.0 - r2[act]
    u3 = u * u * u
    f = 8 * strength * u3 * d                      # force on i from j
    half = 0.5 * strength * u3 * u
    force = np.array([np.bincount(i, f[k], n_atom)
                      - np.bincount(j, f[k], n_atom) for k in range(3)])
    phi = np.bincount(i, half, n_atom) + np.bincount(j, half, n_atom)
    return force, phi, (i, j, f)


def locate(x):
    z = np.mod(x[2], box[2])
    return z, (z >= plane_low) & (z < plane_up)


def force_outflow(acting, v, z, inside):
    """Power leaving R through the lower and the upper plane by pair forces."""
    i, j, f = acting
    cut = np.flatnonzero(inside[i] != inside[j])
    a, b = i[cut], j[cut]
    gain_a = 0.5 * (f[:, cut] * (v[:, a] + v[:, b])).sum(axis=0)
    out = np.where(inside[a], -gain_a, gain_a)
    lower = z[np.where(inside[a], a, b)] < hot_centre
    return np.array([out[lower].sum(), out[~lower].sum()])


near, x_list = neighbour_list(x), x.copy()
force, phi, acting = interactions(x, near)
z, inside = locate(x)
energy = 0.5 * (v**2).sum(axis=0) + phi
power = force_outflow(acting, v, z, inside)

outflow, atoms_out, crossings = np.zeros(2), np.zeros(2), 0
transfers, first_pair = [], None
worst_dp = worst_dk = worst_jump = 0.0
block_out = np.zeros((n_block, 2))
kin_sum = np.zeros((n_block, n_slab))
num_sum = np.zeros((n_block, n_slab))

for step in range(-n_thermal - n_runin, n_run):
    if step == 0:
        start_region, start_total = energy[inside].sum(), energy.sum()
    # velocity Verlet step
    v += 0.5 * dt * force
    x += dt * v
    if ((x - x_list)**2).sum(axis=0).max() > (0.5 * skin)**2:
        near, x_list = neighbour_list(x), x.copy()
    force, phi, acting = interactions(x, near)
    v += 0.5 * dt * force

    old_energy, old_inside, old_power = energy, inside, power
    z, inside = locate(x)
    kinetic = 0.5 * (v**2).sum(axis=0)
    energy = kinetic + phi
    power = force_outflow(acting, v, z, inside)

    if step >= 0:
        block = step // block_len
        flow = 0.5 * dt * (old_power + power)
        for k in np.flatnonzero(inside != old_inside):
            side = 0 if z[k] < hot_centre else 1
            sign = 1 if old_inside[k] else -1
            flow[side] += sign * 0.5 * (old_energy[k] + energy[k])
            atoms_out[side] += sign
            crossings += 1
        outflow += flow
        block_out[block] += flow
        if step % 10 == 0:
            slab = z.astype(int) % n_slab
            kin_sum[block] += np.bincount(slab, kinetic, n_slab)
            num_sum[block] += np.bincount(slab, minlength=n_slab)

    if step < -n_runin:
        if step % 20 == 0:                          # thermalization only
            v -= v.mean(axis=1, keepdims=True)
            v *= np.sqrt(3 * n_atom / (v**2).sum())
            energy = 0.5 * (v**2).sum(axis=0) + phi
            power = force_outflow(acting, v, z, inside)
    elif (step + 1) % swap_every == 0:
        slab = z.astype(int) % n_slab
        cold = np.flatnonzero(slab == cold_slab)
        hot = np.flatnonzero(slab == hot_slab)
        c = cold[np.argmax(kinetic[cold])]
        h = hot[np.argmin(kinetic[hot])]
        q = 0.5 * (v[:, c] @ v[:, c] - v[:, h] @ v[:, h])
        before = v.sum(axis=1), energy.sum(), energy[inside].sum()
        v[:, [c, h]] = v[:, [h, c]]
        energy = 0.5 * (v**2).sum(axis=0) + phi
        power = force_outflow(acting, v, z, inside)
        worst_dp = max(worst_dp, np.abs(v.sum(axis=1) - before[0]).max())
        worst_dk = max(worst_dk, abs(energy.sum() - before[1]))
        jump = energy[inside].sum() - before[2]
        worst_jump = max(worst_jump, abs(jump - q))
        if step >= 0:
            transfers.append(q)
            if first_pair is None:
                first_pair = kinetic[c], kinetic[h], q

# ---------- balance and flux ----------
transfers = np.array(transfers)
total_q = transfers.sum()
run_time = n_run * dt
stored = energy[inside].sum() - start_region
drift = energy.sum() - start_total
residual = total_q - outflow.sum() - stored
flux = total_q / (2 * area * run_time)
side_flux = outflow / (area * run_time)
half_diff = 0.5 * (block_out[:, 0] - block_out[:, 1])
circulation = half_diff.sum()
circulation_err = half_diff.std(ddof=1) * np.sqrt(n_block)
atom_circulation = 0.5 * (atoms_out[0] - atoms_out[1])

# ---------- temperature profile and conductivity ----------
centres = np.arange(n_slab) + 0.5
rise, fall = np.arange(2, 7), np.arange(10, 15)


def gradients(temperature):
    up = np.polyfit(centres[rise], temperature[rise], 1)[0]
    down = -np.polyfit(centres[fall], temperature[fall], 1)[0]
    return np.array([up, down])


profile = 2 * kin_sum.sum(axis=0) / (3 * num_sum.sum(axis=0))
grad_sides = gradients(profile)
grad = grad_sides.mean()
grad_blocks = [gradients(2 * k / (3 * n)).mean() for k, n in zip(kin_sum, num_sum)]
grad_err = np.std(grad_blocks, ddof=1) / np.sqrt(n_block)
conductivity = flux / grad

print("All quantities in reduced units (range = mass = initial kT = 1)")
print(f"unequal masses: {m_c:.0f} (cold atom), {m_h:.0f} (hot atom)")
print("  velocity of cold atom:", v_c, " of hot atom:", v_h)
print("  plain exchange, momentum change:", np.round(plain_dp, 4))
print(f"  plain exchange, energy change: {plain_dk:.4f}")
print("  centre-of-mass velocity:", np.round(v_cm, 4))
print(f"  collision, largest momentum change: {np.abs(coll_dp).max():.1e}")
print(f"  collision, energy change: {coll_dk:.1e}")
print(f"  collision, energy given to hot atom: {coll_q:.4f}")
print(f"atoms: {n_atom}, box: {box}, density: {n_atom / box.prod():.4f}")
print(f"cross-section: {area:.1f}, repulsion strength: {strength:.1f}")
print(f"time step: {dt}, steps between swaps: {swap_every}")
print(f"recorded time: {run_time:.1f}, recorded swaps: {len(transfers)}")
print(f"first swap: kinetic energy of cold-slab atom {first_pair[0]:.4f}")
print(f"first swap: kinetic energy of hot-slab atom {first_pair[1]:.4f}")
print(f"first swap: energy transferred {first_pair[2]:.4f}")
print(f"energy per swap: mean {transfers.mean():.4f}, least {transfers.min():.4f}")
print(f"largest momentum change in a swap: {worst_dp:.1e}")
print(f"largest total-energy change in a swap: {worst_dk:.1e}")
print(f"largest error of region-energy jump: {worst_jump:.1e}")
print(f"total swapped energy: {total_q:.2f}")
print(f"outflow, lower plane: {outflow[0]:.2f}")
print(f"outflow, upper plane: {outflow[1]:.2f}")
print(f"change of stored energy in region: {stored:.2f}")
print(f"balance residual: {residual:.3f}")
print(f"total-energy drift of integration: {drift:.3f}")
print(f"energy circulation: {circulation:.1f} +- {circulation_err:.1f}")
print(f"atom crossings: {crossings}, net atom circulation: {atom_circulation:.1f}")
print(f"imposed flux J: {flux:.4f}")
print(f"measured flux, lower side: {side_flux[0]:.4f}")
print(f"measured flux, upper side: {side_flux[1]:.4f}")
print(f"measured flux, mean of sides: {side_flux.mean():.4f}")
for first in (0, 8):
    print(f"temperature, slabs {first} to {first + 7}:",
          " ".join(f"{t:.3f}" for t in profile[first:first + 8]))
print(f"gradient, lower side: {grad_sides[0]:.4f}, upper: {grad_sides[1]:.4f}")
print(f"mean gradient: {grad:.4f} +- {grad_err:.4f}")
print(f"conductivity: {conductivity:.2f} +- {conductivity * grad_err / grad:.2f}")

# Swap conservation holds to rounding error of sums over all atoms.
assert worst_dp < 1e-10 and worst_dk < 1e-9 and worst_jump < 1e-9
assert np.abs(v.sum(axis=1)).max() < 1e-9
assert transfers.min() > 0
# The time step limits the balance and the energy drift.
assert abs(residual) < 0.005 * total_q
assert abs(drift) < 0.01 * total_q
# Storage is bounded; the two sides agree within statistical error.
assert abs(stored) < 0.05 * total_q
assert abs(circulation) < 5 * circulation_err
# No steady mass current: net circulation is a few atoms among all crossings.
assert abs(atom_circulation) < 20 and crossings > 1000
assert grad_sides.min() > 0 and grad > 4 * grad_err
print("all good")
```

Running it gives:

```
All quantities in reduced units (range = mass = initial kT = 1)
unequal masses: 1 (cold atom), 3 (hot atom)
  velocity of cold atom: [ 2.  -1.   0.5]  of hot atom: [ 0.3  0.2 -0.4]
  plain exchange, momentum change: [ 3.4 -2.4  1.8]
  plain exchange, energy change: 4.9600
  centre-of-mass velocity: [ 0.725 -0.1   -0.175]
  collision, largest momentum change: 4.4e-16
  collision, energy change: -4.4e-16
  collision, energy given to hot atom: 1.7925
atoms: 400, box: [ 4.  4. 16.], density: 1.5625
cross-section: 16.0, repulsion strength: 50.0
time step: 0.005, steps between swaps: 40
recorded time: 120.0, recorded swaps: 600
first swap: kinetic energy of cold-slab atom 2.5365
first swap: kinetic energy of hot-slab atom 0.2925
first swap: energy transferred 2.2440
energy per swap: mean 3.3553, least 1.3513
largest momentum change in a swap: 7.1e-15
largest total-energy change in a swap: 2.3e-13
largest error of region-energy jump: 1.9e-13
total swapped energy: 2013.21
outflow, lower plane: 1006.22
outflow, upper plane: 990.37
change of stored energy in region: 16.34
balance residual: 0.284
total-energy drift of integration: -0.205
energy circulation: 7.9 +- 54.9
atom crossings: 4767, net atom circulation: 0.5
imposed flux J: 0.5243
measured flux, lower side: 0.5241
measured flux, upper side: 0.5158
measured flux, mean of sides: 0.5199
temperature, slabs 0 to 7: 0.699 0.777 0.848 0.929 1.002 1.070 1.175 1.261
temperature, slabs 8 to 15: 1.351 1.226 1.134 1.053 0.975 0.899 0.825 0.769
gradient, lower side: 0.0796, upper: 0.0773
mean gradient: 0.0784 +- 0.0048
conductivity: 6.68 +- 0.41
all good
```
